# Electron capture cross section from a continuum conductance peak

**Question.** An n-type silicon capacitor with a silicon dioxide insulator is biased into depletion at 300 K. A small alternating voltage is applied and the admittance is measured against frequency. After removal of the series resistance and the oxide capacitance, the interface traps contribute a parallel conductance per area $G_p$. The quantity $G_p/\omega$ has its maximum at 10 kHz. At this bias the equilibrium electron density at the silicon surface is $n=10^{13}$ cm$^{-3}$, and the thermal velocity is assigned the value $v=10^7$ cm/s.

The traps exchange electrons with the conduction band alone. Their density $D$, per area and energy, and their capture cross section $\sigma$ are constant over several $k_BT$ around the Fermi level, and the surface potential is the same everywhere along the interface. Atomic units are used in the algebra, so the elementary charge is 1; for numbers, a factor $e^2$ is restored in front of $D$. Define

$$\tau=\frac{1}{\sigma v n},\qquad x=\omega\tau .$$

## Part (a)

*Find the small-signal admittance of one trap with equilibrium occupation $f_0$. At which $x$ is its loss $G/\omega$ largest?*

**Answer.** An empty trap captures electrons at the rate $\sigma v n(t)$, and a full one emits at a rate $r$. The occupation therefore obeys

$$\frac{df}{dt}=\sigma v\,n(t)(1-f)-r f .$$

In equilibrium the two terms cancel, which fixes the emission rate:

$$r=\sigma v n\,\frac{1-f_0}{f_0}.$$

The trap level and the band edge at the surface move together when the potential changes, so $r$ keeps this value under the signal.

Let the surface potential change by $\delta\psi\,\mathrm e^{i\omega t}$, with $\delta\psi\ll k_BT$. A more positive potential attracts electrons. If they follow it without delay, the Boltzmann factor gives $\delta n=n\,\delta\psi/k_BT$. Keeping first-order terms in the rate equation,

$$i\omega\,\delta f=\sigma v(1-f_0)\,\delta n-(\sigma v n+r)\,\delta f .$$

The sum of rates is

$$\sigma v n+r=\sigma v n\left(1+\frac{1-f_0}{f_0}\right)=\frac{\sigma v n}{f_0}=\frac{1}{f_0\tau}.$$

Inserting this and $\delta n$, then multiplying by $f_0\tau$, gives

$$(1+i x f_0)\,\delta f=\frac{f_0(1-f_0)}{k_BT}\,\delta\psi .$$

Each captured electron is balanced by one unit of positive charge supplied through the gate. The current is thus $+i\omega\,\delta f$, and the admittance per trap is

$$Y_1=\frac{i\omega\,\delta f}{\delta\psi}=\frac{f_0(1-f_0)}{k_BT}\,\frac{i\omega}{1+ixf_0}.$$

With $z=xf_0$, the real part of $i/(1+iz)$ is $z/(1+z^2)$. Hence

$$\frac{G_1}{\omega}=\frac{f_0(1-f_0)}{k_BT}\,\frac{z}{1+z^2}.$$

The derivative of the last fraction is $(1-z^2)/(1+z^2)^2$, so the loss is largest at $z=1$, that is, at $x=1/f_0$. The relaxation time is $f_0\tau$ and not $\tau$, because emission helps to restore equilibrium. A trap at the Fermi energy, with $f_0=1/2$, has its peak at $x=2$. Deep, nearly full traps approach $x=1$; traps above the Fermi level peak at larger $x$.

## Part (b)

*Sum over the continuum of traps. Find the conductance and the capacitance, and explain why the peak must be sought in $G_p/\omega$ and not in $G_p$.*

**Answer.** The occupation is $f_0=1/[1+\exp((E-E_F)/k_BT)]$, whose derivative is

$$\frac{df_0}{dE}=-\frac{f_0(1-f_0)}{k_BT}.$$

The weight in $Y_1$ is therefore $-df_0/dE$. It is appreciable only within a few $k_BT$ of the Fermi level, so for $x$ of order one the energy limits may be taken to infinity. As $E$ runs upward, $f_0$ runs from 1 to 0, and the minus sign reverses the limits:

$$Y_t=D\int_{-\infty}^{\infty}Y_1\,dE
=i\omega D\int_0^1\frac{df_0}{1+ixf_0}
=\frac{i\omega D}{ix}\ln(1+ix)
=\frac{D}{\tau}\ln(1+ix).$$

The logarithm has real part $\tfrac12\ln(1+x^2)$ and imaginary part $\arctan x$. Writing $Y_t=G_p+i\omega C_t$ gives

$$G_p=\frac{D}{2\tau}\ln(1+x^2),\qquad
\frac{G_p}{\omega}=D\,\frac{\ln(1+x^2)}{2x},\qquad
C_t=D\,\frac{\arctan x}{x}.$$

For $x\ll1$ the traps follow the signal: $C_t\to D$, while $G_p/\omega\to Dx/2$ vanishes. For $x\gg1$ they lag behind: $C_t\to\pi D/(2x)$ and $G_p/\omega\to D\ln x/x$. At large $x$, levels up to about $k_BT\ln x$ above the Fermi level contribute, because $xf_0$ falls to 1 only there; the last two forms therefore require $D$ and $\sigma$ to be constant beyond that energy. Both limits of the loss are zero, so there is a maximum between them.

The conductance itself has no maximum, since $dG_p/dx=(D/\tau)\,x/(1+x^2)$ is positive. At $x=0.5$, 2 and 5, direct time integration of the rate equation for a ladder of levels gives $G_p\tau/(e^2D)=0.1116$, 0.8047 and 1.6290, in agreement with $\tfrac12\ln(1+x^2)$. Division by $\omega$ turns the conductance into a measure of energy lost per cycle, and this has the peak.

## Part (c)

*Locate the maximum of $G_p/\omega$, show that it is unique, and find its height.*

**Answer.** Differentiation gives

$$\frac{d}{dx}\frac{\ln(1+x^2)}{x}
=\frac{1}{x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].$$

Let $y=1+x^2$. The bracket becomes

$$h(y)=2-\frac2y-\ln y,\qquad h(1)=0,\qquad h'(y)=\frac{2-y}{y^2}.$$

Starting from zero at $y=1$, $h$ rises until $y=2$ and then falls without bound. It therefore crosses zero once for $y>1$, from positive to negative. There is one stationary point at positive $x$, and it is the maximum.

To solve $h=0$, write $\ln y=2-2/y$ and set $w=-2/y$. Then $y=\mathrm e^{2+w}$, but also $y=-2/w$. Equating the two,

$$w\,\mathrm e^{w}=-2\,\mathrm e^{-2}.$$

One solution is $w=-2$, which is the starting point $y=1$. The required root has $y>2$, so $-1<w<0$; this is the principal branch $W_0$ of the Lambert function, the inverse of $w\,\mathrm e^w$. Thus

$$x_p=\sqrt{-\frac{2}{W_0(-2\mathrm e^{-2})}-1}
=\sqrt{\frac{2}{0.40638}-1}=1.980 .$$

At the peak the logarithm equals $2x_p^2/(1+x_p^2)$, so the height is

$$\left.\frac{G_p}{\omega}\right|_{\max}=D\,\frac{x_p}{1+x_p^2}=0.4024\,D .$$

With $e^2$ restored, the trap density follows from the height as $D=2.485\,(G_p/\omega)_{\max}/e^2$. For a uniform surface potential, the position of the peak gives the capture time and its height gives the density, independently of each other. A spread of the potential, considered in part (f), also lowers the peak, and this formula then underestimates $D$.

## Part (d)

*Calculate the capture cross section. What would be obtained by setting $\omega\tau=1$ at the peak?*

**Answer.** The angular frequency is $\omega_p=2\pi\times10^4$ s$^{-1}=6.283\times10^4$ s$^{-1}$, so

$$\tau=\frac{x_p}{\omega_p}=\frac{1.980}{6.283\times10^4\ \mathrm{s^{-1}}}=3.15\times10^{-5}\ \mathrm{s}.$$

The definition of $\tau$ then yields

$$\sigma=\frac{1}{\tau v n}
=\frac{1}{(3.152\times10^{-5}\ \mathrm s)(10^7\ \mathrm{cm/s})(10^{13}\ \mathrm{cm^{-3}})}
=3.2\times10^{-16}\ \mathrm{cm^2},$$

or 3.2 square angstrom. Setting $\omega\tau=1$ would give $6.3\times10^{-16}$ cm$^2$, too large by the factor $x_p$.

The result can be tested in the forward direction. The rate equation was integrated in time with this $\sigma$, for levels within $18\,k_BT$ of the Fermi energy spaced by $0.25\,k_BT$, and a potential amplitude of $0.001\,k_BT/e$. A smooth curve through the losses at five frequencies, each 1.2 times the previous one and centred on 10 kHz, has its maximum at 10.002 kHz.

## Part (e)

*The instrument reads $G_m+i\omega C_m$, with the oxide capacitance $C_{ox}$ still in series. Recover $G_p/\omega$. In which direction is the peak of the uncorrected $G_m/\omega$ displaced? Use a 10 nm oxide, doping $N=10^{16}$ cm$^{-3}$ and $D=10^{11}$ cm$^{-2}$ eV$^{-1}$.*

**Answer.** Let $Y=G_p+i\omega(C_s+C_t)$ be the admittance behind the oxide, where $C_s$ is the capacitance of the depleted silicon. The series rule $1/Y_m=1/(i\omega C_{ox})+1/Y$ is solved by

$$Y=\frac{i\omega C_{ox}Y_m}{i\omega C_{ox}-Y_m}
=\frac{-\omega^2C_{ox}C_m+i\omega C_{ox}G_m}{-G_m+i\omega(C_{ox}-C_m)} .$$

Multiply above and below by the complex conjugate of the denominator. The real part of the numerator is

$$\omega^2C_{ox}C_mG_m+\omega^2C_{ox}G_m(C_{ox}-C_m)=\omega^2C_{ox}^2G_m .$$

Division by $\omega$ gives the correction

$$\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$

For the displacement, put $g=G_p/\omega$ and $A=C_{ox}+C_s+C_t$. The same steps applied to $Y_m=i\omega C_{ox}Y/(i\omega C_{ox}+Y)$ give

$$\frac{G_m}{\omega}=C_{ox}^2\,\frac{g}{g^2+A^2}.$$

When $g<A$, this fraction increases if $g$ increases or if $A$ decreases. The condition always holds up to $x_p$: there $g/C_t=\ln(1+x^2)/(2\arctan x)$ stays below 0.73, so $g<C_t<A$ for any trap density. Up to $x_p$ the loss $g$ rises, while $C_t$, and with it $A$, falls. The uncorrected curve is therefore still rising at $x_p$, and its peak lies at a higher frequency.

For the numbers, the band bending follows from $n=N\exp(-e\psi_b/k_BT)$:

$$\psi_b=\frac{k_BT}{e}\ln\frac Nn=0.02585\ \mathrm V\times\ln 10^3=0.179\ \mathrm V .$$

Integrating Poisson's equation once, with donors and Boltzmann electrons and with terms of relative size $n/N$ dropped, gives the surface field $F$ through $F^2=2eN(\psi_b-k_BT/e)/\varepsilon_s$, where $\varepsilon_s$ is the permittivity of silicon. The silicon charge per area is $\varepsilon_sF$, and its derivative with respect to $\psi_b$ is $C_s=eN/F$. With relative permittivities 11.7 and 3.9, the results are $F=0.0217$ MV/cm, $C_s=73.7$ nF/cm$^2$ and $C_{ox}=345.3$ nF/cm$^2$.

The peak of $G_p/\omega$ is 6.4 nF/cm$^2$, far below $A$, as the argument requires. The uncorrected peak lies at 10.5 kHz. With ten times the trap density, and everything else including $\tau$ held fixed, it moves to 15.0 kHz. Used without correction, that frequency would overstate $\sigma$ by about 50 percent of its true value.

## Part (f)

*How far can the cross section be trusted for a real silicon interface?*

**Answer.** The doping, oxide thickness and trap density of part (e) are rough values for a silicon test capacitor; a well-annealed interface can have a trap density roughly ten times lower. The band bending is smaller than the bulk potential of 0.357 V, so electrons remain the majority carriers at the surface. Real interfaces break the assumption of a uniform surface potential, because charges in and near the oxide are distributed at random. If the potential has a Gaussian spread with standard deviation $k_BT/e$, and $n$ denotes the density at the mean potential, averaging the continuum loss moves the peak to $x=2.22$ and lowers the inferred $\sigma$ to $2.8\times10^{-16}$ cm$^2$. A spread of $2k_BT/e$ gives $x=2.43$ and $2.6\times10^{-16}$ cm$^2$. The peak height falls by 19 and 41 percent in the two cases. This average assumes that all parts of the interface see the same alternating potential behind a common oxide capacitance. If the patches are instead wide compared with the oxide and the depletion layer, each has its own series $C_{ox}$ and its own $C_s$. With the values of part (e), the corrected peak then lies at $x=2.12$ and 2.07, and at ten times the trap density it lies at 1.90 and 1.58, below $x_p$. The size and even the sign of the shift therefore depend on the length scale of the fluctuations.

A sloping trap density moves the peak to larger $x$ if it grows towards the conduction band. It gives more weight to emptier levels, whose individual peaks at $x=1/f_0$ lie higher. Growth by a factor $\mathrm e$ per 0.1 eV moves the peak to $x=2.70$ and gives $\sigma=2.3\times10^{-16}$ cm$^2$.

The assigned velocity matters more. The peak determines the product $\sigma v=1/(\tau n)$, not $\sigma$ alone. With rough silicon masses of 0.92 and 0.19 electron masses along and across the valley axis, the mean thermal speed is $2.1\times10^7$ cm/s, and the same peak gives $\sigma=1.5\times10^{-16}$ cm$^2$. A cross section must therefore be quoted with its velocity.

The surface density is equally critical because it depends exponentially on band bending. An error of 10 mV changes $n$ by a factor 1.47, and $\sigma$ by the inverse factor. At fixed band bending and doping, $n$ rises by 2.3 percent per kelvin. The signal must also stay small: with a surface-potential amplitude of $k_BT/e$, the conductance at $x_p$ is 8 percent below its small-signal value, and the peak moves to $x=2.23$, which would give $\sigma=2.8\times10^{-16}$ cm$^2$.

Traps slightly inside the oxide are reached by tunnelling. In atomic units, the electron density decays into a barrier of height $B$ as $\exp(-2\kappa d)$, with $\kappa=\sqrt{2mB}$. For a rough barrier of 3.1 eV and an oxide mass of 0.4 electron masses, a depth of 0.1 nm slows capture by a factor 3.1. If all the traps lay at that depth, the measured $3.2\times10^{-16}$ cm$^2$ would correspond to about $1\times10^{-15}$ cm$^2$ for the trap itself.

Three further effects are small here. The electron density is $3.6\times10^{-7}$ of the band density of states, so Boltzmann statistics hold. The hole density is about $10^{-6}$ of the electron density, which makes hole exchange negligible for levels near the Fermi energy if the two cross sections are comparable. Without interface charge, the oxide field is 0.065 MV/cm, far below the several MV/cm at which tunnelling through a 10 nm oxide becomes appreciable.

The value $3.2\times10^{-16}$ cm$^2$ is thus an apparent cross section for the stated $v$ and $n$. Its second digit follows from the arithmetic; the physical uncertainty can easily be a factor of two or more. The numerical output below lists the main values used.

## Numbers as computed

```
peak frequency: 10.0 kHz
surface electron density: 1.0e+13 cm^-3
assigned thermal velocity: 1.0e+07 cm/s
angular frequency: 6.2832e+04 s^-1
W0(-2/e^2): -0.40638
x_peak: 1.9803
peak height / (e^2 D): 0.4024
inverse peak height: 2.485
capture time tau: 31.52 microseconds
cross section: 3.173e-16 cm^2
cross section: 3.173 angstrom^2
cross section if x=1 were used: 6.283e-16 cm^2
simulated peak with deduced sigma: 10.002 kHz
single level, simulated loss at x=1.6, 2, 2.5: 0.12195, 0.12500, 0.12195
simulated G*tau/(e^2 D) at x=0.5, 2, 5: 0.1116, 0.8047, 1.6290
temperature: 300 K; kT: 0.02585 eV
doping: 1.0e+16 cm^-3
oxide thickness: 10.0 nm
relative permittivity Si, oxide: 11.7, 3.9
trap density: 1.0e+11 cm^-2 eV^-1
band bending: 0.1786 V
bulk potential: 0.3572 V
conduction edge above Fermi level at surface: 0.383 eV
oxide capacitance: 345.3 nF/cm^2
silicon capacitance: 73.7 nF/cm^2
peak Gp/omega: 6.447 nF/cm^2
uncorrected peak, given D: 10.460 kHz
uncorrected peak, ten times D: 14.972 kHz
x_peak, potential spread 1 kT/e: 2.222
  cross section then: 2.83e-16 cm^2
x_peak, potential spread 2 kT/e: 2.426
  cross section then: 2.59e-16 cm^2
x_peak, D growing e-fold per 0.1 eV: 2.699
  cross section then: 2.33e-16 cm^2
rough Si masses, long. and transv.: 0.92, 0.19 m_e
mean speed with these masses: 2.08e+07 cm/s
  cross section then: 1.52e-16 cm^2
factor in n for 10 mV bending error: 1.47
drift of n at fixed bending: 2.3 percent per K
conductance at amplitude kT/e, relative to small: 0.917
n / band density of states: 3.6e-07
intrinsic density, rough: 1e+10 cm^-3
hole / electron density: 1.0e-06
field in silicon: 0.0217 MV/cm
field in oxide: 0.0652 MV/cm
rough barrier: 3.1 eV; oxide mass: 0.4 m_e
slowing of capture per 0.1 nm trap depth: factor 3.13
```
